# Substrate Permittivity from the Ellipsometric Ratio of a Bare Interface, part 2

A plane monochromatic wave in a transparent ambient medium of index $n_a$ and permittivity $\varepsilon_a=n_a^2$ meets a flat interface at $z=0$ at incidence angle $\phi$ from the normal. The half-space $z>0$ is a homogeneous, isotropic, nonmagnetic substrate that returns no light from its far side. Its relative permittivity $\varepsilon$ is sought from one ellipsometric reading, $\psi$ and $\Delta$. The time factor is $e^{+i\omega t}$, and

$$\varepsilon=\varepsilon_1-i\varepsilon_2,\qquad N=\sqrt{\varepsilon}=n-ik, \tag{1}$$

with $\varepsilon_2\ge0$ for a passive substrate.

The plane of incidence is $xz$. Fields vary in space as $\exp(-ik_0\,\boldsymbol\kappa\cdot\mathbf r)$, with $k_0=\omega/c$, and the scaled magnetic field is $\mathbf h=Z_0\mathbf H$, with $Z_0=\sqrt{\mu_0/\varepsilon_0}$. In units of $k_0$, the wavevector components are $K=n_a\sin\phi$ along $x$ and, along the normal, $q_a=n_a\cos\phi$ in the ambient and $q$ in the substrate, where $K^2+q^2=\varepsilon$, $\mathrm{Re}\,q\ge0$ and $\mathrm{Im}\,q\le0$.

The s wave has its electric field along $y$. The positive p direction is $\hat{\mathbf p}=\hat{\mathbf y}\times\boldsymbol\kappa/\sqrt{\boldsymbol\kappa\cdot\boldsymbol\kappa}$ for every wave. Matching the tangential fields gives the reflection amplitudes

$$r_s=\frac{q_a-q}{q_a+q}, \tag{8}$$

$$r_p=\frac{\varepsilon q_a-\varepsilon_aq}{\varepsilon q_a+\varepsilon_aq}. \tag{10}$$

The data are $\rho=r_p/r_s=\tan\psi\,e^{i\Delta}$. They enter through

$$u=\frac{1-\rho}{1+\rho}, \tag{15}$$

$$u=\frac{\cos2\psi-i\sin2\psi\sin\Delta}{D},\qquad D=1+\sin2\psi\cos\Delta . \tag{22}$$

Since $q=K\tan\phi\,u$, the inversion formula is

$$\boxed{\;\varepsilon=\varepsilon_a\sin^2\phi\left[1+\tan^2\phi\left(\frac{1-\rho}{1+\rho}\right)^2\right]\;} \tag{17}$$

or, in shorter notation,

$$\varepsilon=K^2+K^2\tan^2\phi\,u^2. \tag{26}$$

Readings from a bare passive substrate satisfy

$$0\le\psi\le45^\circ,\qquad 0\le\Delta\le180^\circ, \tag{25}$$

with $\rho=-1$ excluded. At $\phi=0$ every substrate gives $\rho=-1$, and at $\phi=90^\circ$ every substrate gives $\rho=1$, so $\rho$ then holds no information about $\varepsilon$.

### A worked inversion

Take the round model readings $\psi=15^\circ$ and $\Delta=120^\circ$ at $\phi=70^\circ$, with an ambient of index 1. Both readings are admissible. The trigonometric values needed are

$$\sin2\psi=0.5000,\quad\cos2\psi=0.8660,\quad\sin\Delta=0.8660,\quad\cos\Delta=-0.5000,$$

and $D=1+0.5000\times(-0.5000)=0.7500$. Equation (22) gives

$$u=\frac{0.8660-i\,(0.5000)(0.8660)}{0.7500}=1.1547-0.5774\,i .$$

The real part of $u^2$ is $1.3333-0.3333=1.0000$, and the imaginary part is $-2(1.1547)(0.5774)=-1.3333$. With $\sin^2\phi=0.8830$ and $\tan^2\phi=7.5486$,

$$\varepsilon_1=0.8830\,(1+7.5486\times1.0000)=7.549,$$

$$\varepsilon_2=0.8830\times7.5486\times1.3333=8.887 .$$

Thus $\varepsilon=7.55-8.89\,i$. The square root with positive real part is $N=n-ik=3.10-1.43\,i$. The substrate is strongly absorbing: $k$ is almost half of $n$.

The result can be followed back to the reflected fields. With this $\varepsilon$, the boundary conditions for the two polarizations give

$$r_p=0.0932-0.2026\,i,\qquad r_s=-0.8286+0.0769\,i .$$

The magnitudes are 0.223 and 0.832, and their ratio is $0.268=\tan15^\circ$. The phase of $r_p$ is $-65.3^\circ$ and that of $r_s$ is $174.7^\circ$. Their difference, $-240.0^\circ$, is equivalent to $120.0^\circ$, so both readings are recovered.

### What the sign conventions change

Suppose that an instrument reports $\Delta$ with the positive p direction of the reflected wave reversed. Its ratio is $-\rho$, and its phase differs from ours by $180^\circ$. If that ratio is put into Eq. (17) without correction, $u$ is replaced by

$$\frac{1+\rho}{1-\rho}=\frac1u . \tag{27}$$

In the example $1/u^2=1/(1-1.3333i)=0.36+0.48\,i$, and the formula returns $3.28+3.20\,i$. The positive imaginary part would mean a medium that amplifies light, which reveals the fault.

This warning appears for every absorbing substrate, provided that the sign of $\sin\Delta$ is measured and the data use the time factor of Eq. (1); for a weak absorber it is small ($\varepsilon=15-0.15\,i$ at $70^\circ$ returns $4.03+0.03\,i$). There $u$ has a positive real part and a negative imaginary part, so $1/u$ has a positive real part and a positive imaginary part, and its square has a positive imaginary part. For a transparent substrate with a propagating transmitted wave, $u$ is real and so is $1/u$. The wrong convention then gives a real permittivity that is generally wrong but shows no forbidden sign. The convention must therefore be known independently.

The opposite time factor, $e^{-i\omega t}$, has a simpler effect. It replaces every complex amplitude by its conjugate, so $\rho$ becomes $\rho^*$ and Eq. (17) returns $\varepsilon^*=\varepsilon_1+i\varepsilon_2$. This is the same medium in the other notation, provided that the data and the interpretation use the same time factor.

Some instruments determine $\cos\Delta$ but not the sign of $\sin\Delta$. For a bare passive substrate Eq. (25) supplies the missing sign, $\sin\Delta=+\sqrt{1-\cos^2\Delta}$. This removes the warning against a reversed p direction: the ratio used is then $-\rho^*$ and $u$ becomes $1/u^*$, which again has a positive real and a negative imaginary part. In the example the reading becomes $\Delta=60^\circ$ and the formula returns $3.28-3.20\,i$, admissible but wrong. The same happens when a reversed p direction is combined with an unrecognized opposite time factor. The price is precision near $\Delta=0$ and $180^\circ$: from $d(\cos\Delta)=-\sin\Delta\,d\Delta$, a fixed error in $\cos\Delta$ produces an error in $\Delta$ proportional to $1/\sin\Delta$, as long as it is small compared with $\sin^2\Delta$. At the two ends this linear estimate fails, and the error in $\Delta$ is of the order of the square root of the error in $\cos\Delta$.

### Propagation of reading errors

A closed formula allows errors to be followed by differentiation. From Eq. (15),

$$\frac{du}{d\rho}=\frac{-(1+\rho)-(1-\rho)}{(1+\rho)^2}=-\frac{2}{(1+\rho)^2}.$$

Differentiating Eq. (26) at fixed $\phi$ gives $2K^2\tan^2\phi\,u\,(du/d\rho)$, or

$$\frac{\partial\varepsilon}{\partial\rho}=-4\varepsilon_a\sin^2\phi\tan^2\phi\,\frac{1-\rho}{(1+\rho)^3}. \tag{28}$$

The change of $\rho$ follows from $\ln\rho=\ln\tan\psi+i\Delta$. Since the derivative of $\ln\tan\psi$ is $1/(\sin\psi\cos\psi)=2/\sin2\psi$,

$$d\rho=\rho\left(\frac{2\,d\psi}{\sin2\psi}+i\,d\Delta\right), \tag{29}$$

with the angles in radians. An error in the assumed incidence angle acts differently. The measured $\rho$, and therefore $u$, stays fixed while the prefactors change. The derivative of $\sin^2\phi$ is $\sin2\phi$, and

$$\frac{d}{d\phi}\left(\sin^2\phi\tan^2\phi\right)=2\sin\phi\cos\phi\tan^2\phi+\frac{2\sin^2\phi\tan\phi}{\cos^2\phi}
=2\tan\phi\left(\sin^2\phi+\tan^2\phi\right).$$

Consequently,

$$\left(\frac{\partial\varepsilon}{\partial\phi}\right)_{\rho}=\varepsilon_a\left[\sin2\phi+2\tan\phi\left(\sin^2\phi+\tan^2\phi\right)u^2\right]. \tag{30}$$

For the worked example these derivatives are $\partial\varepsilon/\partial\rho=-23.6+35.7\,i$ and $(\partial\varepsilon/\partial\phi)_\rho=47.0-61.8\,i$ per radian. Small errors in the three angles then give the following linear shifts:

- An error of $+0.01^\circ$ in $\psi$ shifts $\varepsilon$ by $-0.0036-0.0072\,i$.
- An error of $+0.05^\circ$ in $\Delta$ shifts $\varepsilon$ by $+0.0090-0.0045\,i$.
- An error of $+0.01^\circ$ in the assumed $\phi$ shifts $\varepsilon$ by $+0.0082-0.0108\,i$.

A negative imaginary shift is an increase of $\varepsilon_2$. The magnitudes of the three shifts are 0.008, 0.010 and 0.014, or about 0.07%, 0.09% and 0.12% of $|\varepsilon|=11.7$. In this example the incidence angle needs at least as much care as the polarization angles. With errors of this size the third decimal of $\varepsilon$ has no meaning.

### Choice of incidence angle

To compare angles for one given substrate, $\rho$ must be allowed to change with $\phi$ while $\varepsilon$ stays fixed. Let $b=K\tan\phi=n_a\sin^2\phi/\cos\phi$. Then $u=q/b$, and Eq. (15) gives $1+u=2/(1+\rho)$. Equation (28) can therefore be written as $-b^2u(1+u)^2$, and its magnitude is

$$G=\left|\frac{\partial\varepsilon}{\partial\rho}\right|=\frac{|q|\,|b+q|^2}{b}. \tag{31}$$

This is the factor by which a small error in $\rho$ is multiplied. Near normal incidence $b\simeq n_a\phi^2$, with $\phi$ in radians, and $q\to N$. Near grazing incidence $b\simeq n_a/\cos\phi$ becomes large, while $q\to\sqrt{\varepsilon-\varepsilon_a}$. Hence

$$G\simeq\frac{|N|^3}{n_a\phi^2}\quad(\phi\to0),\qquad
G\simeq\frac{n_a\,|\varepsilon-\varepsilon_a|^{1/2}}{\cos\phi}\quad(\phi\to90^\circ). \tag{32}$$

The gain diverges at both ends, in agreement with the loss of information found there. Since $|\rho|\to1$ at both ends, Eq. (29) shows that an error in $\Delta$ is amplified by the same powers.

For the permittivity of the example, $G$ is 338 at $20^\circ$, 77 at $45^\circ$, 43 at $70^\circ$ and 61 at $85^\circ$. These values were obtained by solving the boundary conditions numerically at slightly different permittivities, forming $\partial\rho/\partial\varepsilon$ as a central difference, and taking the inverse of its magnitude.

The position of the minimum can be estimated when $|\varepsilon|\gg\varepsilon_a$, because $q$ then depends weakly on angle. Expanding Eq. (31) gives

$$G=|q|\left(b+2\,\mathrm{Re}\,q+\frac{|q|^2}{b}\right). \tag{33}$$

At constant $q$, the derivative with respect to $b$ vanishes when $b=|q|$, that is, when $|u|=1$. This means $|1-\rho|=|1+\rho|$, so $\rho$ is purely imaginary. For an absorbing substrate the corresponding phase is $\Delta=90^\circ$. Within this approximation, an angle that brings $\Delta$ near $90^\circ$ minimizes the effect of a fixed absolute error in $\rho$. It need not minimize the effect of every instrumental error, since Eqs. (29) and (30) weight the errors differently.

### A thin film on the substrate

The inversion returns a number for nearly any $\rho$, whether or not the surface is bare. If a film is present, the result is called a pseudo-permittivity $\tilde\varepsilon$. When the reading satisfies Eq. (25) and $\rho\neq-1$, it is the permittivity of the bare passive substrate that would give the same reading. A film can also move the reading outside those ranges, and then no bare passive substrate reproduces it. The error can be found to leading order in the film thickness.

Let the film have permittivity $\varepsilon_f$ and thickness $d$, and let $\eta=k_0d\ll1$. Define the surface ratios $Y=-h_x/E_y$ for s polarization and $W=\varepsilon_aE_x/h_y$ for p polarization, taken at the boundary with the ambient. The same matching that gave Eqs. (8) and (10) now gives

$$r_s=\frac{q_a-Y}{q_a+Y},\qquad r_p=\frac{q_a-W}{q_a+W}. \tag{34}$$

Without a film $Y=q$ and $W=\varepsilon_aq/\varepsilon$. Since $u=(r_s-r_p)/(r_s+r_p)$, putting both terms over the common denominator gives

$$u=\frac{q_a(W-Y)}{q_a^2-YW}. \tag{35}$$

Inside the film, with $\zeta=k_0z$ and $\partial/\partial x\to-ik_0K$, the curl equations for the tangential fields are

$$\frac{dE_y}{d\zeta}=ih_x,\quad \frac{dh_x}{d\zeta}=i(\varepsilon_f-K^2)E_y,\quad
\frac{dh_y}{d\zeta}=-i\varepsilon_fE_x,\quad \frac{dE_x}{d\zeta}=-i\left(1-\frac{K^2}{\varepsilon_f}\right)h_y .$$

They give $dY/d\zeta=-i(\varepsilon_f-K^2-Y^2)$ and $dW/d\zeta=-i\varepsilon_a\left(1-K^2/\varepsilon_f-\varepsilon_fW^2/\varepsilon_a^2\right)$. At the substrate the ratios have their bare values. Stepping back through the film to first order in $\eta$, and using $K^2+q^2=\varepsilon$, gives the changes

$$\delta Y=i\eta(\varepsilon_f-\varepsilon),\qquad
\delta W=i\eta\,\varepsilon_a\left(1-\frac{K^2}{\varepsilon_f}-\frac{\varepsilon_fq^2}{\varepsilon^2}\right). \tag{36}$$

For the bare surface, $W-Y=-q(\varepsilon-\varepsilon_a)/\varepsilon$ and $q_a^2-YW=-K^2(\varepsilon-\varepsilon_a)/\varepsilon$. The logarithmic derivative of Eq. (35) is therefore

$$\begin{aligned}
\frac{\delta u}{u}&=\frac{\delta W-\delta Y}{W-Y}+\frac{Y\delta W+W\delta Y}{q_a^2-YW}\\
&=-\frac{\varepsilon}{(\varepsilon-\varepsilon_a)qK^2}\left[\varepsilon\,\delta W+\frac{\varepsilon_aq^2-\varepsilon K^2}{\varepsilon}\,\delta Y\right].
\end{aligned} \tag{37}$$

When Eq. (36) is inserted, the terms in $\varepsilon_f\varepsilon_aq^2/\varepsilon$ cancel, and $\varepsilon_a\varepsilon-\varepsilon_aq^2=\varepsilon_aK^2$. The square bracket becomes

$$i\eta K^2\left(\varepsilon_a-\frac{\varepsilon_a\varepsilon}{\varepsilon_f}-\varepsilon_f+\varepsilon\right)
=i\eta K^2\,\frac{(\varepsilon-\varepsilon_f)(\varepsilon_f-\varepsilon_a)}{\varepsilon_f}.$$

Equation (26) gives $\delta\varepsilon=2q^2\,\delta u/u$, so that

$$\tilde\varepsilon-\varepsilon\simeq-2ik_0d\,\frac{\varepsilon(\varepsilon-\varepsilon_f)(\varepsilon_f-\varepsilon_a)}{\varepsilon_f(\varepsilon-\varepsilon_a)}\sqrt{\varepsilon-\varepsilon_a\sin^2\phi}. \tag{38}$$

The bias is linear in thickness at this order. The condition $\eta\ll1$ alone does not make this order sufficient: for $|\varepsilon|\gg\varepsilon_f$ the relative bias is about $2\eta|N|(\varepsilon_f-\varepsilon_a)/\varepsilon_f$, so $\eta|N|\ll1$ is needed as well. With $\eta=0.02$, $\varepsilon_f=2.25$, $\varepsilon_a=1$ and $\phi=70^\circ$, Eq. (38) misses the exact bias by 18% for $\varepsilon=-100-30\,i$ and by 57% for $\varepsilon=-1000-300\,i$. The incidence angle enters through the square root alone, and its influence is weak when $|\varepsilon|\gg\varepsilon_a$.

As an example, place a transparent film of index 1.5 and thickness 2 nm on the substrate found above, at a wavelength of 633 nm. The following numbers do not use the expansion. Waves travelling in both directions were included in the film, the tangential fields were matched at both of its faces, and the resulting linear equations were solved numerically. At $70^\circ$ the readings become $\psi=15.58^\circ$ and $\Delta=116.81^\circ$. The bare-interface formula then gives

$$\tilde\varepsilon(60^\circ)=6.767-8.968\,i,\qquad \tilde\varepsilon(70^\circ)=6.769-8.964\,i,$$

whereas the substrate has $\varepsilon=7.549-8.887\,i$. The bias at $70^\circ$ is $-0.779-0.076\,i$, of magnitude 0.78, or 6.7% of $|\varepsilon|$. Equation (38) gives $-0.795-0.115\,i$, which differs from it by 5% of its magnitude. The two pseudo-permittivities differ by 0.005, about 0.6% of the bias. Equation (38) accounts for this small difference: between the two angles $\sin^2\phi$ changes by 0.133, while $|\varepsilon-\sin^2\phi|$ is about 11, so the square root changes by about $0.133/(2\times11)=0.6\%$.

Agreement between two incidence angles is therefore weak evidence that such a surface is bare. Here the film's error is far larger than the shifts calculated above for small angular errors, yet it almost repeats itself at the second angle. The algebraic inversion is exact for the stated model of a single sharp interface. Whether the sample fits that model has to be established by other information, such as the preparation of the surface or a separate measurement of the film.
